**Quarter-wave focus tolerance: numerical tests**

The program tests $\delta=\lambda/[8n\sin^2(\theta/2)]$, where $\delta$ is the one-sided focus tolerance, $\lambda$ the vacuum wavelength, $n$ the index of the medium and $\theta$ the marginal angle in it. It finds the quarter-wave displacement by root search on exact point-to-point distances and asserts agreement with the formula for several apertures, as well as the small asymmetry caused by a finite reference sphere. It also asserts that the two paraxial forms err in opposite directions at high aperture and approach the root-search result at low aperture. A sum of spherical wavelets confirms a relative axial intensity of $8/\pi^2$ at the tolerance limit for uniform amplitude per solid angle. For a three-beam grating image, the program locates the zero of the fundamental numerically and asserts that it lies at $\delta$; with the axial beam removed, the image does not change with focus. For $\lambda=193$ nm, $n=1.44$ and NA = 1.35, the output gives $\delta=51.39$ nm, compared with 76.25 nm from the paraxial form $n\lambda/(2\,\mathrm{NA}^2)$.

## Numerical verification

```python
"""Quarter-wave focus tolerance without the paraxial approximation.

Result under test: delta = lam / (8 n sin(theta/2)**2)
  lam    vacuum wavelength (nm)
  n      refractive index of the medium in which the plane is displaced
  theta  angle of the marginal ray in that medium, NA = n sin(theta)
  delta  one-sided displacement at which the axial and marginal optical
         paths differ by lam/4
  R      radius of the reference sphere centred on the focus (nm)
  z      displacement of the observation plane, positive away from the lens
"""
import numpy as np
from scipy.optimize import brentq

lam, n, NA = 193.0, 1.44, 1.35


def tolerance(index, aperture):
    theta = np.arcsin(aperture / index)
    return lam / (8 * index * np.sin(theta / 2) ** 2)


def extra_distance(z, cosine, R):
    """Distance from a sphere point to the displaced point, minus R."""
    s = np.sqrt(R**2 + 2 * R * z * cosine + z**2)
    return (2 * R * z * cosine + z**2) / (s + R)  # avoids cancellation


def path_difference(z, index, aperture, R):
    cosine = np.sqrt(1 - (aperture / index) ** 2)
    return index * (z - extra_distance(z, cosine, R))


def tolerance_by_root(index, aperture, R, sign=1):
    def excess(d):
        return abs(path_difference(sign * d, index, aperture, R)) - lam / 4
    upper = 2.0
    while excess(upper) < 0:  # widen until a quarter wave is exceeded
        upper *= 2
    return brentq(excess, 1.0, upper, xtol=1e-11)


theta = np.arcsin(NA / n)
cos_m = np.cos(theta)
delta = tolerance(n, NA)
parax_NA = lam * n / (2 * NA**2)
parax_angle = lam / (2 * n * theta**2)

# Tolerance from exact distances, large sphere; remaining error is of order z/R
R_large = 1e9
cases = [(n, 0.45), (n, 0.9), (n, 1.35), (1.0, 0.9)]
for index, aperture in cases:
    found = tolerance_by_root(index, aperture, R_large)
    assert abs(found / tolerance(index, aperture) - 1) < 5e-6
    na_form = lam * (index + np.sqrt(index**2 - aperture**2))
    na_form /= 4 * aperture**2
    assert abs(found / na_form - 1) < 5e-6

# Finite sphere: first-order asymmetry between the two sides of focus
R_small = 1e4
asym = delta / R_small * np.cos(theta / 2) ** 2
z_far = tolerance_by_root(n, NA, R_small, 1)
z_near = tolerance_by_root(n, NA, R_small, -1)
assert abs(z_far / delta - 1 - asym) < 4 * asym**2
assert abs(z_near / delta - 1 + asym) < 4 * asym**2

# Paraxial forms: opposite errors at high aperture, common limit at low one
found = tolerance_by_root(n, NA, R_large)
assert parax_angle < found < parax_NA
assert abs(found / parax_NA - np.cos(theta / 2) ** 2) < 1e-5
small_NA = 0.1
found_small = tolerance_by_root(n, small_NA, 1e11)
small_theta = np.arcsin(small_NA / n)
assert abs(found_small * 2 * small_NA**2 / (lam * n) - 1) < 2e-3
assert abs(found_small * 2 * n * small_theta**2 / lam - 1) < 2e-3

# At fixed NA the gain from immersion exceeds the index ratio
dry = tolerance_by_root(1.0, 0.9, R_large)
wet = tolerance_by_root(n, 0.9, R_large)
assert wet / dry > n

# Point image on the axis: sum of spherical wavelets from a finite cap
nodes, weights = np.polynomial.legendre.leggauss(80)
k = 2 * np.pi * n / lam


def axial_intensity(z, aperture, aplanatic=False, R=1e8):
    c0 = np.sqrt(1 - (aperture / n) ** 2)
    c = 0.5 * (1 + c0) + 0.5 * (1 - c0) * nodes
    amp = weights * (np.sqrt(c) if aplanatic else 1.0)
    ds = extra_distance(z, c, R)
    field = np.sum(amp * np.exp(1j * k * ds) * R / (R + ds))
    return abs(field / np.sum(amp)) ** 2


for aperture in (0.45, 0.9, 1.35):
    d = tolerance(n, aperture)
    assert abs(axial_intensity(d, aperture) - 8 / np.pi**2) < 5e-5
for z in (0.5 * delta, parax_NA, 2.5 * delta):
    u = np.pi * (2 * n * z * np.sin(theta / 2) ** 2) / lam
    assert abs(axial_intensity(z, NA) - (np.sin(u) / u) ** 2) < 5e-5
I_uniform = axial_intensity(delta, NA)
I_aplanatic = axial_intensity(delta, NA, aplanatic=True)
assert I_uniform < I_aplanatic < 0.85

# Grating image: axial order and two marginal orders, as plane waves
pitch = lam / NA
a0, a1 = 0.5, 1 / np.pi
x = np.arange(64) * pitch / 64


def grating_field(x, z, axial=a0):
    kx, kz = k * np.sin(theta), k * np.cos(theta)
    side = np.exp(1j * (kx * x + kz * z)) + np.exp(1j * (-kx * x + kz * z))
    return axial * np.exp(1j * k * z) + a1 * side


def fundamental(z):
    intensity = abs(grating_field(x, z)) ** 2
    return 2 * np.mean(intensity * np.cos(2 * np.pi * x / pitch))


h, z0 = 0.5, 17.0
centre = grating_field(x, z0)
laplacian = (grating_field(x + h, z0) + grating_field(x - h, z0)
             + grating_field(x, z0 + h) + grating_field(x, z0 - h)
             - 4 * centre) / h**2
residual = np.max(abs(laplacian + k**2 * centre))
assert residual < 2e-4 * k**2 * np.max(abs(centre))  # finite-step error

z_zero = brentq(fundamental, 1.0, 90.0, xtol=1e-11)
assert abs(z_zero / delta - 1) < 1e-8
I_focus = abs(grating_field(x, 0.0)) ** 2
I_delta = abs(grating_field(x, delta)) ** 2
assert np.max(abs(I_delta - np.roll(I_delta, 32))) < 1e-10
assert np.max(abs(I_focus - np.roll(I_focus, 32))) > 0.5
for z in (0.3 * delta, 0.5 * delta, 1.4 * delta):
    phi = 2 * np.pi * path_difference(z, n, NA, 1e10) / lam
    formula = (a0**2 + 4 * a1**2 * np.cos(2 * np.pi * x / pitch) ** 2
               + 4 * a0 * a1 * np.cos(2 * np.pi * x / pitch) * np.cos(phi))
    assert np.max(abs(abs(grating_field(x, z)) ** 2 - formula)) < 1e-6

# Two marginal orders alone: no dependence on focus
pair_focus = abs(grating_field(x, 0.0, axial=0.0)) ** 2
pair_far = abs(grating_field(x, 10 * delta, axial=0.0)) ** 2
pair_change = np.max(abs(pair_far - pair_focus))
assert pair_change < 1e-10

print(f"Vacuum wavelength: {lam:.1f} nm")
print(f"Refractive index: {n:.2f}")
print(f"Numerical aperture: {NA:.2f}")
print(f"sin(theta): {np.sin(theta):.4f}")
print(f"Marginal angle theta: {np.degrees(theta):.2f} deg")
print(f"cos(theta): {cos_m:.4f}")
print(f"sin^2(theta/2): {np.sin(theta / 2)**2:.4f}")
print(f"cos^2(theta/2): {np.cos(theta / 2)**2:.4f}")
print(f"Quarter wave: {lam / 4:.2f} nm")
print(f"One-sided tolerance delta: {delta:.2f} nm = {delta/1000:.5f} um")
print(f"Tolerance by root search on distances: {found:.2f} nm")
print(f"Full range 2 delta: {2 * delta:.2f} nm")
print(f"Paraxial lam n/(2 NA^2): {parax_NA:.2f} nm")
print(f"Paraxial lam/(2 n theta^2): {parax_angle:.2f} nm")
W_par = path_difference(parax_NA, n, NA, 1e10) / lam
print(f"Path difference at lam n/(2 NA^2): {W_par:.4f} wavelengths")
print(f"Point intensity there / focus: {axial_intensity(parax_NA, NA):.4f}")
print(f"Point intensity at delta / focus, uniform: {I_uniform:.4f}")
print(f"Point intensity at delta / focus, aplanatic: {I_aplanatic:.4f}")
for aperture in (0.45, 0.9, 1.35):
    print(f"n = {n:.2f}, NA = {aperture:.2f}: delta = "
          f"{tolerance(n, aperture):.2f} nm, lam n/(2 NA^2) = "
          f"{lam * n / (2 * aperture**2):.2f} nm")
print(f"NA = 0.90, n = 1.00: delta = {dry:.2f} nm")
print(f"Immersed/dry tolerance ratio at NA = 0.90: {wet / dry:.3f}")
print(f"Small sphere radius R: {R_small / 1000:.0f} um")
print(f"Small R, tolerance away from lens: {z_far:.3f} nm")
print(f"Small R, tolerance towards lens: {z_near:.3f} nm")
print(f"Small R, predicted relative shift: {asym:.5f}")
print(f"Grating pitch: {pitch:.2f} nm")
print(f"Order amplitudes a0, a1: {a0:.4f}, {a1:.4f}")
print(f"Zero of grating fundamental: {z_zero:.2f} nm")
f0 = fundamental(0.0)
print(f"Fundamental at delta/2 / focus: {fundamental(delta / 2) / f0:.4f}")
print(f"Size of fundamental at delta / focus: "
      f"{abs(fundamental(delta) / f0):.4f}")
print(f"Focus: I(0) = {I_focus[0]:.4f}, I(pitch/4) = {I_focus[16]:.4f}, "
      f"I(pitch/2) = {I_focus[32]:.4f} (relative units)")
print(f"At delta: I(0) = {I_delta[0]:.4f}, I(pitch/4) = {I_delta[16]:.4f}, "
      f"I(pitch/2) = {I_delta[32]:.4f} (relative units)")
print(f"Two-order image, largest change at 10 delta: {pair_change:.6f} "
      f"(relative units)")
print("OK")
```

Running it gives:

```
Vacuum wavelength: 193.0 nm
Refractive index: 1.44
Numerical aperture: 1.35
sin(theta): 0.9375
Marginal angle theta: 69.64 deg
cos(theta): 0.3480
sin^2(theta/2): 0.3260
cos^2(theta/2): 0.6740
Quarter wave: 48.25 nm
One-sided tolerance delta: 51.39 nm = 0.05139 um
Tolerance by root search on distances: 51.39 nm
Full range 2 delta: 102.78 nm
Paraxial lam n/(2 NA^2): 76.25 nm
Paraxial lam/(2 n theta^2): 45.37 nm
Path difference at lam n/(2 NA^2): 0.3709 wavelengths
Point intensity there / focus: 0.6218
Point intensity at delta / focus, uniform: 0.8106
Point intensity at delta / focus, aplanatic: 0.8158
n = 1.44, NA = 0.45: delta = 669.04 nm, lam n/(2 NA^2) = 686.22 nm
n = 1.44, NA = 0.90: delta = 152.74 nm, lam n/(2 NA^2) = 171.56 nm
n = 1.44, NA = 1.35: delta = 51.39 nm, lam n/(2 NA^2) = 76.25 nm
NA = 0.90, n = 1.00: delta = 85.53 nm
Immersed/dry tolerance ratio at NA = 0.90: 1.786
Small sphere radius R: 10 um
Small R, tolerance away from lens: 51.569 nm
Small R, tolerance towards lens: 51.213 nm
Small R, predicted relative shift: 0.00346
Grating pitch: 142.96 nm
Order amplitudes a0, a1: 0.5000, 0.3183
Zero of grating fundamental: 51.39 nm
Fundamental at delta/2 / focus: 0.7071
Size of fundamental at delta / focus: 0.0000
Focus: I(0) = 1.2919, I(pitch/4) = 0.2500, I(pitch/2) = 0.0187 (relative units)
At delta: I(0) = 0.6553, I(pitch/4) = 0.2500, I(pitch/2) = 0.6553 (relative units)
Two-order image, largest change at 10 delta: 0.000000 (relative units)
OK
```
